# Peaked Silicon Etch Rate in HF–Nitric Acid Mixtures under Diffusion Control

## What dimensions and symmetry fix

Silicon in a mixture of hydrofluoric and nitric acid needs both reactants: nitric acid oxidizes the silicon, and HF carries the oxidized silicon away as fluorosilicate. Let \(R\) be the amount of silicon dissolved per unit area and time. Suppose that the surface reaction is so fast that its rate constant no longer matters. Diffusion then limits the rate, and natural measures of \(R\) are the largest fluxes that diffusion can deliver, each divided by the number of molecules used per silicon atom:

\[
W_F=\frac{D_F c_F}{\nu_F\delta},\qquad W_O=\frac{D_O c_O}{\nu_O\delta}.
\]

Here F denotes HF and O the oxidant HNO₃, \(c_i\) is a bulk concentration, \(D_i\) a diffusivity, \(\nu_i\) the number of molecules consumed per silicon atom, and \(\delta\) the thickness of the stagnant liquid film at the surface. If \(R\) depends on \(W_F\) and \(W_O\) alone, dimensions require

\[
R=W_F\,g(W_O/W_F).
\]

Both reactants are indispensable, and once fluxes are counted per silicon atom nothing distinguishes them. Exchanging the labels must therefore leave \(R\) unchanged, so \(g(s)=s\,g(1/s)\). A large excess of oxidant must give \(R=W_F\), so \(g(s)\to1\) as \(s\to\infty\).

These conditions do not determine \(g\). Both \(g=\min(1,s)\) and \(g=s/(1+s)\) satisfy them. The first gives a sharp peak in composition, the second a rounded one. Two derivations below show that the first is correct.

## Stoichiometry and mixing

Let the nitrogen end as NO, and let \(n\) molecules of HNO₃ be used per silicon atom. The product H₂SiF₆ contains six fluorine atoms, so \(\nu_F=6\). If \(w\) molecules of water form, the oxygen balance is \(3n=n+w\), hence \(w=2n\). The hydrogen balance is \(n+6=2+2w=2+4n\), hence \(n=4/3\). Multiplying by three gives

\[
3\,\mathrm{Si}+4\,\mathrm{HNO_3}+18\,\mathrm{HF}\to
3\,\mathrm{H_2SiF_6}+4\,\mathrm{NO}+8\,\mathrm{H_2O},
\]

so \(\nu_F=6\) and \(\nu_O=4/3\).

Mix a volume fraction \(x\) of HF stock, of concentration \(C_F\), with a fraction \(1-x\) of nitric acid stock, of concentration \(C_O\). If volumes add, \(c_F=xC_F\) and \(c_O=(1-x)C_O\). With diffusivities independent of composition,

\[
W_F=ax,\quad W_O=b(1-x),\qquad
a=\frac{D_FC_F}{\nu_F\delta},\quad b=\frac{D_OC_O}{\nu_O\delta}.
\]

The model is isothermal and uses nominal acid concentrations. It leaves out acid speciation, autocatalysis by nitrous acid, and stirring by gas bubbles. In real HF-rich mixtures the oxidation step is autocatalytic and thermally activated, so the diffusion-limited oxidant branch derived below is an idealization, and the model does not by itself establish the cause of the peak seen in real etchants.

## First derivation: a finite surface rate made fast

In a steady film without flow or reaction inside the liquid, \(D_i c_i''=0\), so each concentration profile is linear. Let \(c_i^s\) be the concentration at the silicon and \(m_i=D_i/\delta\). The flux towards the surface equals the consumption there:

\[
m_i(c_i-c_i^s)=\nu_iR
\quad\Longrightarrow\quad
c_i^s=\frac{\nu_i}{m_i}(W_i-R).
\]

The second form uses \(m_ic_i=\nu_iW_i\). Concentrations cannot be negative, so \(R\le W\), where \(W=\min(W_F,W_O)\). This is so far an upper bound. To show that it is reached, take the surface law \(R=k\,c_F^sc_O^s\) and insert both concentrations:

\[
R=K(W_F-R)(W_O-R),\qquad
K=\frac{k\,\nu_F\nu_O}{m_Fm_O}.
\]

For \(0\le R\le W\) neither bracket is negative and both fall as \(R\) grows. The right side therefore decreases from a positive value to zero while the left side increases from zero to \(W\). There is one crossing, and it is the physical root.

Each bracket is at least \(W-R\), so

\[
(W-R)^2\le (W_F-R)(W_O-R)=\frac RK\le\frac WK,
\]

\[
0\le W-R\le\sqrt{W/K}.
\]

As \(k\to\infty\), \(K\to\infty\) and \(R\to W\). Hence

\[
\boxed{R(x)=\min[\,ax,\;b(1-x)\,]}
\]

The first branch rises with slope \(a\) and the second falls with slope \(-b\), so the maximum lies where they cross. From \(ax^*=b(1-x^*)\),

\[
x^*=\frac{b}{a+b},\qquad R^*=ax^*=\frac{ab}{a+b}.
\]

To the left of the peak HF is used up at the surface and oxidant is left over; to the right the roles are reversed. A film thickness common to both reactants cancels from \(x^*\), while \(R^*\) is proportional to \(1/\delta\). In a stirred liquid the effective thicknesses scale as \(\delta_i\propto D_i^{1/3}\) and their ratio remains; for the worked case below this moves \(x^*\) from 0.643 to 0.660. Replacing a fraction of the mixture by water at fixed acid ratio scales \(a\) and \(b\) equally in this model, which in the fast limit lowers the peak without moving it.

### How a finite surface rate rounds the peak

At finite \(K\) the rate is a smooth function of \(x\) that vanishes at both ends, so it has an interior maximum \(R_m\) at some \(x_m\). Differentiate

\[
R/K=(ax-R)\,[\,b(1-x)-R\,]
\]

with respect to \(x\) and set \(dR/dx=0\):

\[
0=a[b(1-x_m)-R_m]-b(ax_m-R_m)
=ab(1-2x_m)+(b-a)R_m .
\]

Therefore

\[
x_m=\frac12+\frac{(b-a)R_m}{2ab}.
\]

Substituting this into the two brackets gives

\[
ax_m-R_m=\frac a2-\frac{(a+b)R_m}{2b}
=\frac a2\left(1-\frac{R_m}{R^*}\right),
\]

\[
b(1-x_m)-R_m=\frac b2-\frac{(a+b)R_m}{2a}
=\frac b2\left(1-\frac{R_m}{R^*}\right).
\]

With \(y=R_m/R^*\), their product yields \(R_m=\tfrac14Kab(1-y)^2\). Dividing by \(R^*=ab/(a+b)\),

\[
y=\Lambda(1-y)^2,\qquad \Lambda=\frac{K(a+b)}4 .
\]

This is the quadratic \(y^2-(2+1/\Lambda)y+1=0\). Its two roots have product one, and the physical one is the root below one:

\[
y=1+\frac1{2\Lambda}-\sqrt{\frac1\Lambda+\frac1{4\Lambda^2}} .
\]

Since \(x^*-\tfrac12=(b-a)/[2(a+b)]\), the position becomes

\[
x_m=\frac12+\left(x^*-\frac12\right)y .
\]

For \(\Lambda\ll1\), \(y\simeq\Lambda\) and the peak is near \(x=1/2\), where the product \(x(1-x)\) of the bulk concentrations is largest. A peak in composition is thus not by itself evidence of diffusion control. For \(\Lambda\gg1\), \(1-y\simeq\Lambda^{-1/2}\), and the peak approaches \(x^*\) slowly, because both reactants are scarce at the surface there. The position \(1/2\) and the exponent \(1/2\) belong to the bilinear law: for a rate proportional to \((c_F^s)^2c_O^s\) the slow peak is at \(x=2/3\) and the deficit falls as \(k^{-1/3}\). The fast limit \(x^*\) is the same for both.

## Second derivation: a combination that the reaction cannot change

The second route uses no particular rate law. Consider

\[
Z=\frac{D_Fc_F}{\nu_F}-\frac{D_Oc_O}{\nu_O}
\]

at each point of the film, with \(z\) measured from the silicon into the liquid. Both reactants feed the same dissolution, so \(D_Fc_F'/\nu_F=R\) and \(D_Oc_O'/\nu_O=R\). Subtraction gives \(Z'=0\). The value at the surface therefore equals the value in the bulk:

\[
Z^s=Z^{\rm bulk}=\delta\,(W_F-W_O).
\]

An infinitely fast irreversible reaction cannot leave both reactants at the surface, so \(c_F^sc_O^s=0\). The sign of \(Z\) now decides which one vanishes.

- If \(W_F<W_O\), then \(Z^s<0\). This requires \(c_O^s>0\), hence \(c_F^s=0\), and the HF flux gives \(R=W_F\).
- If \(W_F>W_O\), then \(Z^s>0\). This requires \(c_F^s>0\), hence \(c_O^s=0\) and \(R=W_O\).
- If \(W_F=W_O\), then \(Z^s=0\). With one concentration zero the other must be zero too, and \(R=W_F=W_O\).

Together these cases give \(R=\min(W_F,W_O)\), and insertion of the mixing rule reproduces the boxed result.

The argument extends to a film of any shape, for example over a patterned surface. Steady diffusion gives \(\nabla^2Z=0\). The normal derivative of \(Z\) vanishes on reacting silicon, by stoichiometry, and on an inert mask, where nothing is consumed. On the outer boundary \(Z\) has the constant value \(Z^{\rm bulk}\). Green's identity for \(Z-Z^{\rm bulk}\) then gives \(\int|\nabla Z|^2\,dV=0\), so \(Z\) is uniform. The same reactant limits the rate everywhere on the silicon, and the switch occurs at \(Z=0\), which is again \(x=x^*\). For an infinitely fast reaction the local rate varies with the geometry, but the composition of its peak does not. At finite rate this fails first near a mask edge, where diffusion delivers the most: for half-open stripes of period \(2\delta\), the values of the worked case below and \(\Lambda=100\), the local peak lies at \(x\approx0.63\) mid-stripe but near \(x\approx0.54\) next to the edge.

## What each derivation assumes

The first derivation assumes a rate proportional to the product of the surface concentrations. In return it proves that one reactant vanishes in the fast limit, bounds the error at finite speed, and describes the rounded peak. It uses the film only through \(m_F\) and \(m_O\), so it also holds if the two reactants have different effective film thicknesses, with \(m_i=D_i/\delta_i\).

The second derivation takes \(c_F^sc_O^s=0\) as its starting point. This covers any continuous surface law \(R=k f(c_F^s,c_O^s)\) in which \(f\) is zero when a reactant is absent and positive otherwise: in a flat film \(R\) is bounded by diffusion, so \(f=R/k\) must tend to zero as \(k\to\infty\). On a patterned surface only the total rate is bounded, because the diffusion-limited flux diverges as \(r^{-1/2}\) at distance \(r\) from a mask edge; \(f\) then tends to zero on average over the silicon. The argument gives no rounding, and it needs both species to diffuse through the same region, but that region may have any shape.

Both assume one fixed overall reaction. If the nitrogen ends as NO₂, the oxygen balance is \(3n=2n+w\), so \(w=n\), and the hydrogen balance \(n+6=2+2n\) gives \(n=4\). The oxidant requirement triples, \(b\) falls to a third, and the peak moves towards the nitric acid side. If the product mixture changes with composition, \(\nu_O\) depends on \(x\) and the falling branch is no longer straight.

Both also neglect flow. Dissolved silicon adds mass to the liquid. If all products stay dissolved and the liquid density \(\rho\) is constant, mass balance at the surface gives an outward velocity \(u=\beta R\), with \(\beta=M_{\rm Si}/\rho\) and \(M_{\rm Si}\) the molar mass. The flux balance becomes

\[
D_ic_i'-\beta R\,c_i=\nu_iR .
\]

For a reactant exhausted at the surface, \(c_i(0)=0\), the solution is

\[
c_i(z)=\frac{\nu_i}{\beta}\left(e^{\beta Rz/D_i}-1\right).
\]

Setting \(z=\delta\), where \(c_i(\delta)\) is the bulk value \(c_i\), and solving for \(R\) gives the limiting rate

\[
R_i=\frac{D_i}{\beta\delta}\ln\!\left(1+\frac{\beta c_i}{\nu_i}\right)
\simeq W_i\left(1-\frac{\beta c_i}{2\nu_i}\right).
\]

A nonzero surface concentration adds \(c_i^s e^{\beta R\delta/D_i}\) to the bulk value, so at given bulk concentration it means \(R<R_i\). The smaller \(R_i\) therefore still sets the rate. The quantity \(Z\), however, is no longer uniform: dividing each flux balance by \(\nu_i\) and subtracting gives \(Z'=\beta R\,(c_F/\nu_F-c_O/\nu_O)\), which is in general not zero.

## A worked case

Take silicon, with a molar volume of 12.06 cm³/mol, and round model values for the liquid: \(C_F=30\) mol/L, \(C_O=15\) mol/L, \(D_F=2.0\times10^{-9}\) m²/s, \(D_O=1.6\times10^{-9}\) m²/s and \(\delta=20\) µm. Practical units are natural here. With concentrations in mol/m³,

\[
a=\frac{(2.0\times10^{-9})(3.0\times10^{4})}{6\,(2.0\times10^{-5})}
=0.50\ \mathrm{mol\,m^{-2}\,s^{-1}},
\]

\[
b=\frac{(1.6\times10^{-9})(1.5\times10^{4})}{(4/3)(2.0\times10^{-5})}
=0.90\ \mathrm{mol\,m^{-2}\,s^{-1}}.
\]

The peak is at \(x^*=0.90/1.40=0.643\), with \(R^*=0.45/1.40=0.321\) mol m⁻² s⁻¹. Multiplication by the molar volume gives an etch velocity of 233 µm/min, or 3.88 µm/s. The film relaxes on the scale \(\delta^2/D_F=0.20\) s, during which the surface recedes by about 0.8 µm. This is small compared with the film thickness, which supports the steady treatment. Other assumptions are strained at this rate. The reaction releases roughly 830 kJ per mole of silicon, about 270 kW/m², which means a temperature difference of order 10 K across the film. The fluorosilicate at the surface reaches 3 to 6 mol/L for a diffusivity between \(2\times10^{-9}\) and \(1\times10^{-9}\) m²/s. The numbers here illustrate the model and are not predictions for a real bath.

At \(x=0.4\) the velocity is 145 µm/min. HF is exhausted at the surface, while 5.7 mol/L of HNO₃ remains there. At \(x=0.8\) the velocity is 130 µm/min, with 13.2 mol/L of HF left over and no HNO₃.

The stoichiometric weights are essential. Equating the unweighted fluxes \(D_FC_Fx\) and \(D_OC_O(1-x)\) would put the peak at \(x=0.286\), where the rate is 44% of its maximum. With NO₂ as the product, \(b=0.30\) mol m⁻² s⁻¹, the peak moves to \(x=0.375\), and its velocity drops to 136 µm/min. In this model the peak position is thus sensitive to the reduction product.

Finite kinetics give \(x_m=0.555\) and \(y=0.38\) at \(\Lambda=1\), and \(x_m=0.629\) and \(y=0.905\) at \(\Lambda=100\). Even at \(\Lambda=10^4\) the peak is 1% below the sharp limit, as \(\Lambda^{-1/2}\) predicts.

For the flow correction, \(\rho=1200\) kg/m³ gives \(\beta=0.0234\) L/mol. At \(x^*\), \(\beta c_i/(2\nu_i)\) is 0.038 for HF and 0.047 for HNO₃. The oxidant branch is lowered more, so the crossing shifts slightly towards nitric acid, to \(x=0.641\). The peak velocity becomes 224 µm/min, 3.9% below the value without flow. These numbers hold only if all products stay dissolved, which is unrealistic for NO because it is sparingly soluble. Per mole of silicon, the reaction adds 28.1 g of silicon to the liquid but makes 40.0 g of NO. If all the NO leaves as gas at the surface, the liquid there loses mass, \(\beta\) becomes negative, and within the film model the flow raises the peak rate by about 2% instead of lowering it. That gas, however, amounts to a volume flux of about 10 mm/s at 1 atm, a hundred times \(D_F/\delta=0.1\) mm/s, so a stagnant film is then no longer a valid picture and bubble stirring outweighs either correction.

The steady formulas were also tested against a time-dependent calculation of two diffusing species with a bimolecular surface reaction, in which the minimum rule was not imposed. At three compositions, for \(\Lambda=1\) and \(\Lambda=10^5\), the final fluxes agreed with the quadratic root to a relative difference of at most \(6\times10^{-10}\). This confirms the solution of the model; it does not test the neglected chemistry. The numerical output lists the remaining values.

## Table of computed values

```
HF per Si: 6; HNO3 per Si (NO product): 4/3
HF stock: 30.0 mol/L; HNO3 stock: 15.0 mol/L
D of HF: 2.0; D of HNO3: 1.6 (1e-9 m^2/s)
film thickness: 20.0 um
liquid density: 1200 kg/m^3
molar mass of Si: 28.085 g/mol
molar volume of Si: 12.0588 cm^3/mol
a: 0.5000 mol/(m^2 s); b: 0.9000 mol/(m^2 s)
peak HF-stock fraction: 0.6429
peak dissolution flux: 0.3214 mol/(m^2 s)
peak etch velocity: 232.6 um/min
same peak velocity converted: 3.876 um/s
bulk HF at peak: 19.286 mol/L
bulk HNO3 at peak: 5.357 mol/L
x, velocity (um/min), surface HF and HNO3 (mol/L), fast limit:
  0.2000  72.4  0.000  10.333
  0.4000  144.7  0.000  5.667
  0.6000  217.1  0.000  1.000
  0.6429  232.6  0.000  0.000
  0.8000  130.2  13.200  0.000
  0.9000  65.1  21.600  0.000
crossing of unweighted fluxes: x = 0.2857
rate there / peak rate: 0.4444
NO2 product: HNO3 per Si = 4, peak x = 0.3750
NO2 product: peak velocity = 135.7 um/min
finite kinetics: Lambda, peak x, peak rate / fast-limit peak:
  0.01  0.5014  0.0098
  1  0.5546  0.3820
  1e+02  0.6293  0.9049
  1e+04  0.6414  0.9900
  1e+08  0.6428  0.9999
with outward flow: peak x = 0.6408
with outward flow: velocity = 223.5 um/min
outward flow lowers peak by 3.89 percent
film relaxation scale delta^2/D_HF: 0.200 s
largest relative film-test error: 6.0e-10
```
